# Dangling Bonds on Silicon Faces and the Limits of Etch-Rate Prediction

An ideal silicon crystal has one length that sets its scale, the edge $a$ of the cubic unit cell. A number of broken bonds per unit area has the dimension of inverse length squared, so on a face with Miller indices $(hkl)$ it must have the form

$$D_{hkl}=\frac{c_{hkl}}{a^2},$$

where $c_{hkl}$ is a pure number fixed by the geometry of the cut. An etch rate is a speed and needs a time scale as well, which the geometry does not contain. If the surface chemistry supplies two removal rates, $k_2$ and $k_3$, and no further length or time enters, the speed must have the form

$$R_{hkl}=a\,k_2\,f_{hkl}(q),\qquad q=\frac{k_3}{k_2}.$$

In a ratio of two speeds the factor $ak_2$ cancels, but $q$ does not have to. The numbers $c_{hkl}$ can therefore be found by counting, whereas the ratio of etch rates may depend on a quantity that no counting of bonds supplies.

The count refers to an unreconstructed surface: the crystal is cut by a plane, every atom stays at its bulk position, and each severed bond leaves one dangling bond on the half that is kept. Where parallel cuts at different heights sever different numbers of bonds, the one that severs fewest is taken.

Silicon has the diamond structure, which consists of two face-centred cubic sublattices. In units of $a/4$, the first contains the points with three even coordinates whose sum is a multiple of four. The second is the first displaced by $(1,1,1)$. The four bonds leaving an atom of the first sublattice are

$$\mathbf d_1=\frac a4(1,1,1),\quad \mathbf d_2=\frac a4(1,-1,-1),\quad \mathbf d_3=\frac a4(-1,1,-1),\quad \mathbf d_4=\frac a4(-1,-1,1).$$

Those leaving an atom of the second sublattice are the negatives of these. The projection of a bond on the outward normal tells whether it points out of the crystal, into it, or along the surface.

For (100) the normal is $(1,0,0)$ and the four projections are $a/4,\ a/4,\ -a/4,\ -a/4$. Each atom has two bonds to the layer above and two to the layer below, and reversing all signs for the second sublattice changes nothing in this statement. The layers are $a/4$ apart. The shortest repeat vectors within a layer are $(a/2)(0,1,1)$ and $(a/2)(0,1,-1)$. They are perpendicular and each has length $a/\sqrt2$, so the surface cell has area $a^2/2$ and contains one atom. With $N$ the number of surface atoms per area,

$$N_{100}=\frac{1}{a^2/2}=\frac{2}{a^2},\qquad D_{100}=2N_{100}=\frac{4}{a^2}.$$

For (110) the normal is $(1,1,0)/\sqrt2$. The projections are

$$\frac{a}{2\sqrt2},\quad 0,\quad 0,\quad -\frac{a}{2\sqrt2}.$$

Each atom has one bond up, one down and two within its layer; the in-plane bonds link the atoms into zigzag chains. The repeat vectors $(a/2)(1,-1,0)$ and $a(0,0,1)$ are perpendicular and enclose an area $a^2/\sqrt2$. The number of atoms in this cell follows from the bulk density, eight atoms per $a^3$, and the layer spacing $a/(2\sqrt2)$:

$$\frac{8}{a^3}\cdot\frac{a^2}{\sqrt2}\cdot\frac{a}{2\sqrt2}=\frac{8}{4}=2.$$

Since a cut between layers breaks one bond per surface atom,

$$N_{110}=\frac{2}{a^2/\sqrt2}=\frac{2\sqrt2}{a^2},\qquad D_{110}=N_{110}=\frac{2\sqrt2}{a^2}.$$

For (111) the normal is $(1,1,1)/\sqrt3$, and the projections are

$$\frac{3a}{4\sqrt3},\quad -\frac{a}{4\sqrt3},\quad -\frac{a}{4\sqrt3},\quad -\frac{a}{4\sqrt3}.$$

Here the position of the cut matters. In units of $a/(4\sqrt3)$, atoms of the first sublattice lie at heights $0,4,8,\ldots$ and those of the second at $3,7,11,\ldots$. The wide gap from 0 to 3 is crossed by one bond per atom of a layer. The narrow gap from 3 to 4 is crossed by three. Two layers separated by a narrow gap form a bilayer, and the cut with fewest broken bonds runs between bilayers.

The repeat vectors $(a/2)(1,-1,0)$ and $(a/2)(0,1,-1)$ have length $a/\sqrt2$ and enclose $120^\circ$, so the cell area is $(a^2/2)(\sqrt3/2)=\sqrt3a^2/4$. It contains one atom per layer. Thus

$$N_{111}=\frac{4}{\sqrt3\,a^2},\qquad D_{111}=N_{111}=\frac{4}{\sqrt3\,a^2}.$$

The three ideal densities stand in the ratio

$$D_{100}:D_{110}:D_{111}=1:\frac1{\sqrt2}:\frac1{\sqrt3}.$$

With $a=0.54310$ nm, the first is $4/(0.54310\ \text{nm})^2=13.56\ \text{nm}^{-2}$. Division by $\sqrt2$ and $\sqrt3$ gives $9.59\ \text{nm}^{-2}$ for (110) and $7.83\ \text{nm}^{-2}$ for (111). A cut inside a (111) bilayer would leave $23.49\ \text{nm}^{-2}$, more than any of the three. The order therefore belongs to the chosen terminations, not to the Miller indices alone. A test that scanned the height of the cut through an explicit lattice reproduced these values.

Reconstruction can also change the order. If each (100) surface atom used one of its two dangling bonds to pair with a neighbour, the density would fall from $4/a^2$ to $2/a^2$, below both other ideal values. In an alkaline solution the severed bonds are in any case largely occupied by hydrogen or hydroxyl groups. The ideal density then counts places where such groups can sit, but does not say how fast an atom carrying them leaves.

To connect the count with etching, let $J$ be the number of atoms removed per area and time. A surface retreating at speed $R$ sweeps out a volume $R\,\mathrm dt$ per area in the time $\mathrm dt$. This volume contained $(8/a^3)R\,\mathrm dt$ atoms, which must equal $J\,\mathrm dt$. Hence

$$R=\frac{a^3}{8}J.$$

Now define $\kappa=J/D$, the removal rate per dangling bond of the ideal face. During sustained etching the surface roughens and its actual number of dangling bonds changes; $D$ remains the ideal reference value, and $\kappa$ absorbs the difference. For two faces, the second marked by a prime,

$$R=\frac{a^3}{8}D\kappa,\qquad \frac{R}{R'}=\frac{D}{D'}\,\frac{\kappa}{\kappa'}.$$

The density ratio equals the rate ratio if and only if $\kappa=\kappa'$. That assumption would give $R_{100}/R_{111}=\sqrt3\approx1.73$ and $R_{110}/R_{100}=1/\sqrt2\approx0.71$. In hot potassium hydroxide solution the first ratio is roughly a hundred, with a strong dependence on conditions, and (110) often etches faster than (100). Equal removal rates per dangling bond fail on both counts.

A weaker hypothesis is that the rate is some increasing function of density, $R=F(D)$. It preserves the order but leaves the ratios free: for any chosen speeds $R_{100}>R_{110}>R_{111}>0$, straight segments joining the three points $(D,R)$ define an increasing function that produces them. Ordering alone thus contains no numerical prediction of a ratio. When (110) is the fastest face, even this hypothesis fails, because no increasing function can give the larger value to the smaller density.

The size of the missing factor can be expressed as an energy. Suppose that, for each face, $\kappa=\nu\exp(-E/k_BT)$ with a common prefactor $\nu$. Then

$$\frac{R}{R'}=\frac{D}{D'}\exp\left(\frac{E'-E}{k_BT}\right).$$

Setting the left side equal to a required ratio $r$, dividing by $D/D'$ and taking the logarithm gives

$$E'-E=k_BT\ln\left(\frac{r}{D/D'}\right).$$

At $80\,^\circ\text{C}$, $k_BT=0.03043$ eV. For a round ratio $r=100$ between (100) and (111),

$$E_{111}-E_{100}=0.03043\ \text{eV}\times\ln\frac{100}{1.7321}=0.123\ \text{eV}.$$

For (110) to etch as fast as (100), its barrier must be lower by

$$E_{100}-E_{110}=0.03043\ \text{eV}\times\ln\sqrt2=0.0105\ \text{eV}.$$

A larger difference of the same sign makes (110) the faster face. Differences of about a tenth of an electronvolt or less in the effective barriers can therefore outweigh the geometric factors. For a fixed barrier difference the rate ratio also changes with temperature, while $D/D'$ does not. In this formula it approaches the density ratio when $k_BT$ is much larger than the barrier difference. If the prefactors differ, their ratio multiplies the result and the inferred energies change.

So far $\kappa$ has been a name for what the density leaves out. A simple kinetic model shows that such differences arise on one and the same lattice. Let an atom with at most two remaining bonds leave at rate $k_2$, and an atom with three at rate $k_3=qk_2$. Atoms with all four bonds stay, and nothing is redeposited. A fragment cut off from the crystal is not swept away as a whole; its atoms leave one by one under the same rules. The rate is a probability per unit time, so an atom whose rate remains $k$ waits $1/k$ on average. The model ignores transport in the liquid and the chemical difference between hydrogen and hydroxyl groups; it is a counterexample to prediction from density, not a description of a particular bath.

On the perfect faces, (100) atoms have two remaining bonds, whereas (110) and (111) atoms have three. The initial fluxes are the atom densities times the corresponding rates:

$$J_{100}=\frac{2k_2}{a^2},\qquad J_{110}=\frac{2\sqrt2\,qk_2}{a^2},\qquad J_{111}=\frac{4qk_2}{\sqrt3\,a^2}.$$

Dividing by the dangling-bond densities gives

$$\kappa_{100}=\frac{k_2}{2},\qquad \kappa_{110}=\kappa_{111}=qk_2.$$

The factor one half appears because each (100) atom carries two dangling bonds but is removed once. At $q=1/2$ all three values agree, and the initial fluxes follow the density ratios. At other nonzero values of $q$ the flux ratios between (100) and the other two faces differ from the density ratios, while the ratio between (110) and (111) still agrees. Since $J_{110}/J_{100}=\sqrt2\,q$, the initial order of these two faces reverses when $q>1/\sqrt2$. At $q=1$ the fluxes are $2.00$, $2.83$ and $2.31$ in units of $k_2/a^2$ for (100), (110) and (111): the face with the most dangling bonds starts slowest.

An initial flux is still not a sustained etch rate, because every removal alters the bonds of the neighbours. Take one atom from a perfect (110) surface. Its two chain neighbours had three bonds and now have two, so both become weakly held. The atom below goes from four bonds to three. On (111) the first atom removed is bonded to three atoms in the lower half of its bilayer, and these go from four bonds to three. No weakly held atom appears. If one of the three is removed next, its two surviving neighbours in the upper half go from three bonds to two. The (111) face thus needs two slow removals before its first weak atoms appear, while (110) needs one, although the surface atoms of both faces start with the same number of bonds.

The limit $q=0$ separates (100) from the other two. Perfect (110) and (111) faces then do not etch, since they offer no atom with fewer than three bonds. A (100) face continues. Each atom below its first layer has two upper neighbours and becomes removable once both have gone; its lower neighbours are still present, because they in turn cannot leave before it. If $T$ is the time at which an atom leaves, then

$$T=t+\max(T_1,T_2),$$

where $T_1$ and $T_2$ are the departure times of its upper neighbours and $t$ is a random wait with probability density $k_2e^{-k_2t}$.

Repeated use of this relation makes the departure time in layer $L$ the largest sum of waits along any upward path to the surface. There are $2^{L-1}$ paths, each with $L$ independent waits. To bound one sum $S$, use

$$\left\langle e^{2k_2t/3}\right\rangle=\int_0^\infty k_2e^{-k_2t}e^{2k_2t/3}\,\mathrm dt=\int_0^\infty k_2e^{-k_2t/3}\,\mathrm dt=3.$$

Independence gives $\langle e^{2k_2S/3}\rangle=3^L$. Whenever $S>3L/k_2$, the exponential exceeds $e^{2L}$, so the probability of this event is at most $3^Le^{-2L}$. The probability that at least one path is so slow is no greater than the sum over paths:

$$P\left(T>\frac{3L}{k_2}\right)\le2^{L-1}3^Le^{-2L}=\frac12\left(\frac{6}{e^2}\right)^L.$$

Because $e^2>6$, this tends to zero as $L$ grows. At time $3L/k_2$ the fraction of atoms left in a deep layer $L$ is therefore vanishingly small. With a layer spacing of $a/4$, the long-time speed obeys

$$R_{100}(q=0)\ge\frac{a/4}{3/k_2}=\frac{ak_2}{12}.$$

This is a lower bound, not an estimate of the speed. It shows that continued (100) etching in this model does not rely on the slow process.

For nonzero $q$, random removal was simulated on slabs about $12a$ thick, with 20 surface cells along each in-plane repeat vector and periodic side boundaries. Speeds were measured while the removed fraction rose from 20 to 60 per cent, and two runs were averaged. The largest difference within a pair of runs was 11 per cent of their mean, so small differences between faces are not interpreted.

When all exposed atoms leave at the same rate, $q=1$, the speeds of (100), (110) and (111) are $0.86$, $0.87$ and $0.89$ in units of $ak_2$. They are equal within the scatter. They are not yet steady values: between $7a$ and $12a$ of removed depth all three rise by about 6 per cent, to about $0.93$, and remain equal within the scatter. The ratio $R_{100}/R_{111}$ is about $0.97$, instead of the density ratio $1.73$. The reversal between (100) and (110) found in the initial fluxes is therefore not established for sustained etching.

At $q=0.1$ the speeds are $0.17$, $0.14$ and $0.14$, and $R_{100}/R_{111}$ is about $1.2$. At $q=0.01$ they are $0.119$, $0.040$ and $0.028$, with a ratio of about $4.2$. At $q=0.001$ they are $0.113$, $0.0092$ and $0.0047$, with a ratio of about $24$; this figure is not fully converged, since wider slabs and removal down to $12a$ give 21 to 23. In the last two cases the speeds have the same order as the dangling-bond densities, yet the ratio differs by a factor of five to six. Here the same lattice, the same densities and the same order accompany two very different etch-rate ratios.

The (100) speed changes little between the last two cases, in keeping with its finite lower bound at $q=0$, while the (111) speed falls by a factor of about six. Doubling the width of the (111) slab at $q=0.001$ gave, in one run, a speed 5 per cent above the original mean. That is too small a change to account for the contrast between (100) and (111). The (110) speed is more sensitive to the width. There, one slow removal can start a series of fast ones along a chain, and the chains in this slab have only 40 atoms before they close on themselves. The (110) speed at $q=0.001$ is therefore a value for this slab and is too low for an extended face: chains of 160 atoms give about $0.0126$, some 40 per cent higher, which leaves the order of the three faces unchanged.

The initial fluxes would have been a poor substitute for this calculation. At $q=0.001$ they give

$$\frac{J_{100}}{J_{111}}=\frac{2.0000}{2.3094\times0.001}\approx866,$$

far above the sustained ratio of about 24. The neighbour counts suggest the reason: once slow removals have opened the (111) face, weakly held atoms appear that were absent from the perfect surface. The same counts offer a plausible explanation for the gap between (110) and (111), whose speeds on these slabs at $q=0.001$ differ by a factor $0.00924/0.00470\approx2.0$, or about $2.5$ on wider slabs, compared with a density ratio of $2.8284/2.3094\approx1.22$. The simulation did not isolate this mechanism, so both explanations remain inferences.

If the two microscopic rates have equal prefactors and their barriers differ by $\varepsilon$, then $q=\exp(-\varepsilon/k_BT)$ and

$$\varepsilon=k_BT\ln\frac1q.$$

At $80\,^\circ\text{C}$, $q=0.01$ corresponds to $0.14$ eV and $q=0.001$ to $0.21$ eV. The latter need not be the effective barrier difference between the faces. If the two faces are assumed to share a common prefactor, as in the earlier formula, the sustained ratio of 24 gives

$$E_{111}-E_{100}=0.03043\ \text{eV}\times\ln\frac{24.085}{1.7321}\approx0.080\ \text{eV}.$$

A ratio of 21 would give $0.076$ eV instead. The model does not guarantee that common prefactor. For fixed $\varepsilon$, a change of temperature changes $q$, and between $q=0.01$ and $q=0.001$ the simulated ratio rises from $4.22$ to $24.1$, on average as $q^{-0.76}$. The temperature dependence of the ratio would therefore suggest an energy of about $0.76\,\varepsilon$, or $0.16$ eV for $\varepsilon=0.21$ eV, twice the value found from one temperature. Sustained etching mixes slow and fast removals, so an energy inferred from face speeds depends on how it is extracted and need not be the barrier of any single removal step.

At the four values of $q$ simulated, the model does not give a (110) face that etches clearly faster than (100). One possible extension, not tested here, is to distinguish further between atoms with the same number of bonds, for example by their terminating groups or their access to water and hydroxide. The ideal dangling-bond density remains a correct geometric property of each face; a rate ratio requires, in addition, the removal kinetics of the sites that etching creates. The numerical output below lists the densities, energies and simulated speeds.

## Calculated quantities

```
silicon lattice parameter a = 0.54310 nm
(100) surface atoms = 2.0000 per a^2, bonds left per atom = 2
(100) dangling bonds = 4.0000 per a^2 = 13.561 nm^-2
(100) densest cut = 13.561 nm^-2
(110) surface atoms = 2.8284 per a^2, bonds left per atom = 3
(110) dangling bonds = 2.8284 per a^2 = 9.589 nm^-2
(110) densest cut = 9.589 nm^-2
(111) surface atoms = 2.3094 per a^2, bonds left per atom = 3
(111) dangling bonds = 2.3094 per a^2 = 7.830 nm^-2
(111) densest cut = 23.489 nm^-2
density ratio (100)/(111) = 1.7321
density ratio (100)/(110) = 1.4142
(100) initial flux at q=1 = 2.0000 k2/a^2
(110) initial flux at q=1 = 2.8284 k2/a^2
(111) initial flux at q=1 = 2.3094 k2/a^2
two-bond atoms after one (110) removal = 2
two-bond atoms after one (111) removal = 0
two-bond atoms after two (111) removals = 2
temperature = 353.15 K, k_B T = 0.03043 eV
barrier difference for (100)/(111) rate ratio 100 = 0.1234 eV
barrier difference for equal (110), (100) rates = 0.0105 eV
q = 1: energy k_B T ln(1/q) = 0.0000 eV
  speeds (100), (110), (111) = 0.86372, 0.87271, 0.88633 a*k2
  speed ratios (100)/(111) = 0.974, (110)/(100) = 1.010
q = 0.1: energy k_B T ln(1/q) = 0.0701 eV
  speeds (100), (110), (111) = 0.17078, 0.14214, 0.14067 a*k2
  speed ratios (100)/(111) = 1.214, (110)/(100) = 0.832
q = 0.01: energy k_B T ln(1/q) = 0.1401 eV
  speeds (100), (110), (111) = 0.11941, 0.03966, 0.02830 a*k2
  speed ratios (100)/(111) = 4.220, (110)/(100) = 0.332
q = 0.001: energy k_B T ln(1/q) = 0.2102 eV
  speeds (100), (110), (111) = 0.11316, 0.00924, 0.00470 a*k2
  speed ratios (100)/(111) = 24.085, (110)/(100) = 0.082
largest difference between paired runs = 11.3 %
(111) speed at q=0.001, doubled width = 0.00492 a*k2
doubled-width speed / original speed = 1.047
```
